# Why etch pits on Si(111) are triangular and how they reverse

## One step type frozen

Take a pit one bilayer deep in a flat Si(111) terrace, with the outline of a regular hexagon. Etching removes atoms from the steps around it, so the steps retreat outward and the pit widens. Its six sides alternate between two types, M and D. Suppose that the M sides do not move at all and that the D sides retreat at speed $v_D$.

Each D side lies between two M sides whose lines converge outside the pit. As the D side moves out, it is squeezed between them, shortens and disappears where they meet. Three M sides remain, and they form a triangle. The moving sides have removed themselves from the outline, and the stationary ones have lengthened. If the roles are exchanged, the D sides survive, and the triangle points the opposite way.

What remains is to see why the two types differ, how large the difference in speed must be, and how a finished triangle reverses.

## What the crystal contributes

In a bilayer, each upper atom has three bonds to lower atoms and one hydrogen pointing up. Each lower atom has three bonds to upper atoms and one bond down to the next bilayer. One bond of an upper atom runs along $(-1,-1,1)$. Subtracting its component along $(1,1,1)$ leaves

$$(-1,-1,1)+\tfrac13(1,1,1)=\tfrac23(-1,-1,2).$$

Seen from above, the three bonds therefore point along $[\bar1\bar12]$ and the two directions at 120° to it. None points along $[11\bar2]$, so a half turn does not map the bilayer onto itself, and opposite steps need not be equivalent.

Name a step by the direction towards its lower terrace, and assume that a lower atom held by a single upper atom is removed at once.

- **D, dihydride:** at a step down to $[\bar1\bar12]$, the outermost upper atom has lost the bond pointing that way and carries two hydrogens.
- **M, monohydride:** at a step down to $[11\bar2]$, the outermost atom is a lower atom that keeps two upper neighbours and its bond down. It carries one hydrogen.

Counted on the edge atoms alone, both types have one more broken bond per edge repeat than the flat terrace. This local count does not select the slower step. Nor does it compare the step energies, which would also require counting the terrace atoms removed and the floor atoms exposed. The arrangement of bonds and hydrogens differs, and an etchant can attack the two arrangements at different rates. The speeds $v_M$ and $v_D$ are inputs here; geometry does not predict them for a given solution.

The pit floor is the lower terrace, so each side retreats opposite to the direction that names it. M sides retreat along $[\bar1\bar12]$ and its equivalents, and a triangle of M sides has corners along $[11\bar2]$ and its equivalents. A triangle of D sides has the opposite corners. Successive bilayers are translated copies of one another, so deeper levels have the same orientation rule.

## What the speed ratio contributes

Assume inert terraces, steps that do not influence one another, and a speed $v(\mathbf n)$ that depends on the outward normal $\mathbf n$ alone. Let $h_0(\mathbf n)$ be the initial distance from the centre to the line with normal $\mathbf n$ that touches a convex pit. The pit cannot overtake that line as it advances at $v(\mathbf n)$, because at a point of contact the two share a tangent and hence a speed. The pit therefore stays within

$$\mathbf x\cdot\mathbf n\le h_0(\mathbf n)+v(\mathbf n)t\quad\text{for every }\mathbf n.$$

The common region of these half-planes has sides that move at their own speeds, so it is itself the growing pit.

Suppose first that kinked steps, with normals between M and D, are fast enough not to cut the corners. Six lines then matter, at distances $d_M$ and $d_D$. Put a D side on $y=d_D$. The normal of its right-hand neighbour is turned by 60°, so that line is

$$\frac{\sqrt3}{2}x+\frac12y=d_M.$$

Setting $y=d_D$ gives the corner at $x=(2d_M-d_D)/\sqrt3$. The left-hand corner is its mirror image, so

$$L_D=\frac{2(2d_M-d_D)}{\sqrt3},\qquad L_M=\frac{2(2d_D-d_M)}{\sqrt3}.$$

These lengths hold while both are positive. A side is absent once its distance reaches twice that of its neighbours.

Let M be slow, and start from a regular hexagon: $d_M=d_0+v_st$ and $d_D=d_0+v_ft$. Then

$$L_D=\frac{2}{\sqrt3}\left[d_0-(v_f-2v_s)t\right].$$

There are three cases.

- For $v_f>2v_s$, the D sides vanish at $t=d_0/(v_f-2v_s)$. They do not return, because the corner moves at $2v_s$ and a D side formed there would outrun it.
- For $v_f=2v_s$, they keep a constant length while the pit grows, so the shape approaches a triangle without completing it.
- For $v_s\le v_f<2v_s$, the late shape is a hexagon. At $v_f/v_s=1.5$, the late length ratio is $L_D/L_M=(2-1.5)/(3-1)=0.25$.

A mere difference in speed thus gives unequal sides; a full triangle needs a speed ratio above two.

The condition on kinked steps can be made explicit. At angle $\theta$ from an M normal towards a D normal,

$$\mathbf n=\frac{\sin(60^\circ-\theta)\,\mathbf n_M+\sin\theta\,\mathbf n_D}{\sin60^\circ}.$$

The corner between the two sides has velocity components $v_M$ and $v_D$ along their normals. It stays sharp if

$$v(\theta)\ge\frac{v_M\sin(60^\circ-\theta)+v_D\sin\theta}{\sin60^\circ}.$$

If kinked steps are slower than this, they appear in the outline and blunt the corner.

## What the earlier shape contributes

Now change the etchant when the pit is an M triangle with side distance $d_1$, so that M becomes fast and D slow. The corners lie at $2d_1$, and the new D sides start there with zero length:

$$d_M=d_1+v_ft,\qquad d_D=2d_1+v_st.$$

Inserting these distances gives

$$L_D=\frac{2(2v_f-v_s)t}{\sqrt3},\qquad L_M=\frac{2}{\sqrt3}\left[3d_1-(v_f-2v_s)t\right].$$

The old corners are truncated at once, but the old sides need time to disappear. The outline is a regular hexagon when $d_M=d_D$, at $t=d_1/(v_f-v_s)$. For $v_f>2v_s$, the reversed triangle is complete at $t=3d_1/(v_f-2v_s)$. The triangle does not rotate: one set of sides replaces the other.

**Example.** Take $v_s=0.05$ nm/s, $v_f=0.25$ nm/s and $d_0=20$ nm, with the exchange at 600 s. The first triangle is complete at

$$t=\frac{20}{0.25-0.10}=133\ \text{s}.$$

At the exchange, $d_1=20+0.05\times600=50$ nm, and the side is $2\sqrt3\,d_1=173$ nm. The regular hexagon follows after $50/0.20=250$ s, with $d=112.5$ nm and side 130 nm. The reversed triangle needs

$$t=\frac{3\times50}{0.25-0.10}=1000\ \text{s},$$

when $d_D=100+50=150$ nm and the side is 520 nm.

The two motions can be weighed separately. With the new D sides frozen, the M sides would vanish after $150/0.25=600$ s. The slow retreat of the D sides gives the M sides more room and adds 400 s.

## What kinks contribute

A straight step retreats when an atom is removed from its edge, leaving two kinks that run apart and strip the row. Let pairs form at rate $I$ per site, and let kinks move at speed $c$ in sites per unit time. The densities of right- and left-moving kinks are $\rho_+$ and $\rho_-$. Opposite kinks approach at $2c$ and annihilate, so, if their positions are uncorrelated,

$$\frac{d\rho_\pm}{dt}=I-2c\rho_+\rho_-.$$

In the steady state, $\rho_+\rho_-=I/(2c)$. A step of slope $u$ has $|\rho_+-\rho_-|=|u|$, and each passing kink advances it by one row. Hence

$$v(u)=c(\rho_++\rho_-)=c\sqrt{u^2+4\rho_+\rho_-}=\sqrt{2Ic+c^2u^2}.$$

At equal $c$, the type on which kink pairs form less often is the slower one. Tilting a step supplies kinks and speeds it up.

Near a slow side, this rise is quadratic in $u$, whereas the sharp-corner condition rises linearly. Slightly tilted pieces therefore enter the outline, and the slow sides bow. For $v_f>2v_s$ the fast sides stay straight, because the speed required by the condition falls as a step tilts away from them. In lengths rather than rows and sites, $v(u)=\sqrt{v_0^2+c^2u^2}$. For a late side, with $X=x/t$, the half-plane rule gives

$$\frac{y}{t}=\min_u\left[v(u)-uX\right].$$

The minimum has $c^2u/v=X$. Then $v^2(1-X^2/c^2)=v_0^2$, and $y/t=v(1-X^2/c^2)=v_0\sqrt{1-X^2/c^2}$. At a triangle's corner $X\simeq\sqrt3\,v_0$, so the bow relative to $d$ is

$$1-\sqrt{1-3v_0^2/c^2}\simeq\frac32\left(\frac{v_0}{c}\right)^2.$$

For $c=2$ nm/s and the slow step, this is $9\times10^{-4}$. Nearly straight sides require kinks that run much faster than the step retreats.

Short sides are a larger correction. The mean kink spacing on the slow step is 13 nm, while the first hexagon has sides of only 23 nm. Its slow sides therefore retreat more slowly than a long step. Alone, this would bring the 133 s down towards the frozen-M value $d_0/v_f=80$ s. The fast sides, however, also slow down once they have shrunk to a few nanometres, because fewer kink pairs then form on them, and this keeps the corners blunt on that scale. For a pit this small the second effect wins: the D sides are still about 3 nm long at 133 s. That time is therefore the result for long-step speeds, not a forecast for so small a pit. The same limit applies to the later sizes and times of the example: with a finite supply of kinks, the pit areas at the exchange and afterwards are smaller than the ideal ones by roughly 15 to 20%.

## The contributions acting together

A stochastic lattice model contains none of the outline formulas. In each sweep, a kink site is removed with probability 0.5, a slow edge site with 0.002 and a fast one with 0.05. In one run of 250 sweeps, a long slow step retreats at 0.0408 rows per sweep, against 0.0447 from the kink law; at slope 0.1 the values are 0.0632 and 0.0671. The measured fast-to-slow ratio is 3.99, below the value 5 that the square-root law gives for these probabilities. Between such short runs the slow speed scatters by about 0.002 and the ratio by about 0.2; much longer runs settle near 0.042, 0.062 and 3.9. Crowding of kinks is the likely cause of the low ratio: with both edge probabilities ten times smaller, it rises to about 4.7.

The orientation is measured by

$$S=-\frac{\operatorname{Im}\langle z^3\rangle}{\langle|z|^2\rangle^{3/2}},\qquad z=x+iy,$$

averaged over the pit from its centroid, with $y$ along $[11\bar2]$. An ideal M triangle has $S=0.800$, and the reversed one has the opposite sign. Starting from a round pit, 700 sweeps with M slow give $S=0.785$. With equal edge probabilities of 0.01, 400 sweeps give $-0.003$ in this run, with a scatter of about 0.1 around zero between runs: without a speed difference, no triangle develops.

After the exchange, the half-plane rule, fed with the pit's measured extents and the straight-step speeds, predicts $S=-0.112$ at 300 sweeps and $-0.796$ at 1100. The lattice gives $-0.179$ and $-0.744$, with areas about 6% below prediction. The reversal and its hexagonal stage are reproduced, though not every detail of the corners. The region drawn from the measured extents is already larger than the uneven pit at the exchange, and slow starts on the short new sides would reduce the area further. The two shares were not separated.

## Weighing the model against a real surface

The speeds correspond to 3 and 15 nm/min. They are round values chosen for illustration, not measurements for a particular solution. The exchange of roles between M and D is likewise assumed; whether a given pair of etchants produces it must be found by experiment. The assumption most easily broken is the isolated terrace. By the end, a corner is 300 nm from the centre, and a straight background step of type M or D has approached by less than $0.25\times1600=400$ nm, since it is fast in only one of the two stages. A terrace of $2(300+400)=1400$ nm is therefore sufficient for a central pit; the output lists this safe width as the terrace needed, which corresponds to a miscut of 0.013°. Counting each step's actual travel and the pit's extent towards it, $2(300+200)=1000$ nm would do for a D step and $2(150+280)=860$ nm for an M step, a miscut of about 0.02°. These are very small values for a wafer.

At 0.1° the terrace is 180 nm wide. Place the pit midway between its two steps. If the surface descends towards $[\bar1\bar12]$, a fast D step approaches a slow M side, and they meet when $20+(0.05+0.25)t=90$, at about 230 s. If it descends towards $[11\bar2]$, a slow M step meets a corner when $40+(0.10+0.05)t=90$, at about 330 s. Either way, this central pit is opened before the exchange at 600 s, and the calculated reversal does not take place. A pit nearer the upper step lasts longer.

Other limits are milder or depend on the surface. New pits must form more slowly than about $5\times10^{-9}$ per nm² per second if fewer than about one is to appear in an area equal to the final pit during the whole etch. If each removed atom uses up one reactant particle, depletion of the liquid by this one pit is about $2\times10^{-9}$ of a 1 mol/L concentration for the final triangle, and roughly five times that just after the exchange. This treats the pit as a point source; right at a step the depletion is about twice as large, and several particles per atom would still leave it negligible. If the fast step's activation energy is 0.1 eV lower, warming from 298 to 308 K reduces the speed ratio from 5 to 4.4, still above two. The numerical output below gives the remaining values.

## Computed results

```
Step down to [11-2]: H on upper, lower edge atom: 1 1
Step down to [-1-12]: H on upper, lower edge atom: 2 0
Extra broken bonds per edge repeat, M and D: 1 1
Lattice probabilities per sweep, kink/slow/fast: 0.5 0.002 0.05
Slow straight step: 0.0408 rows/sweep; kink law 0.0447
Slow step, slope 0.1: 0.0632 rows/sweep; law 0.0671
Fast straight step: 0.1628 rows/sweep
Lattice speed ratio fast/slow: 3.99
Orientation number, ideal triangle with M sides: 0.800
Orientation number, equal speeds: -0.003
Orientation number, M slow, 700 sweeps: 0.785
Exchanged, 300 sweeps: orientation -0.179, predicted -0.112, area/predicted 0.943
Exchanged, 1100 sweeps: orientation -0.744, predicted -0.796, area/predicted 0.944
Si lattice parameter 0.5431 nm, bilayer height 0.3136 nm
Row spacing 0.3326 nm, site spacing along step 0.3840 nm
Speeds slow/fast/kink: 0.05, 0.25, 2.0 nm/s
Initial hexagon: d = 20.0 nm, side 23.1 nm
First triangle complete at 133.3 s, d = 26.67 nm
At exchange, 600 s: d = 50.0 nm, side 173.2 nm
Regular hexagon 250 s after exchange: d = 112.5 nm, side 129.9 nm
Reversed triangle 1000 s after exchange: d = 150.0 nm, side 519.6 nm
Relative bow of a late triangle side: 9.38e-04; estimate 9.38e-04
Mean kink spacing, slow/fast step: 13.3, 2.7 nm
Total etch time: 1600 s; final pit area 1.169e+05 nm2
Terrace needed to avoid background steps: 1400 nm
Largest miscut for that terrace: 0.0128 degrees
Terrace width at 0.1 degree miscut: 180 nm
New-pit rate giving about one pit in final area: 5.35e-09 /(nm2 s)
Si atoms released by final triangle: 1221 per s
Diffusion constant assumed (rough): 1e+09 nm2/s
Liquid concentration change / (1 mol/L): 2.2e-09
Speed-ratio factor, 298 to 308 K, 0.1 eV difference: 1.135
Speed ratio if lowered by that factor: 4.41
```
